# The Casimir-Polder integral for C6 and its value for two hydrogen atoms: a program that tests the result

```python
"""Dispersion coefficient C6 of two atoms, E = -C6/R^6 (atomic units).
Result under test:
  C6 = (3/pi) int_0^inf alpha_A(iu) alpha_B(iu) du
     = (3/2) sum_nm f_n f_m / (w_n w_m (w_n + w_m)),
and C6 = 6.499 for two ground-state hydrogen atoms.
w_n: excitation energy, f_n: oscillator strength,
alpha(iu) = sum_n f_n/(w_n^2+u^2): polarizability at imaginary frequency.
Hydrogen is nonrelativistic with an infinitely heavy nucleus.
K is the number of radial functions r^p exp(-r), p = 2..K+1.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.special import eval_genlaguerre

mp.mp.dps = 50


def radial_moment(m):
    """Integral of r^m exp(-2r) from 0 to infinity."""
    return mp.factorial(m) / mp.mpf(2) ** (m + 1)


def hydrogen_oscillators(K):
    """Effective excitation energies and strengths from K p functions."""
    overlap, energy, dipole = mp.matrix(K), mp.matrix(K), mp.matrix(K, 1)
    for i in range(K):
        q = i + 2
        dipole[i] = 2 / mp.sqrt(3) * radial_moment(q + 2)
        for j in range(K):
            p = j + 2
            overlap[i, j] = radial_moment(p + q)
            energy[i, j] = ((1 - mp.mpf(p * (p - 1)) / 2)
                            * radial_moment(p + q - 2)
                            + (p - 1) * radial_moment(p + q - 1))
    inv_chol = mp.cholesky(overlap) ** -1
    w, vec = mp.eigsy(inv_chol * energy * inv_chol.T)
    z = vec.T * (inv_chol * dipole)
    return (np.array([float(w[i]) for i in range(K)]),
            np.array([float(2 * w[i] * z[i] ** 2) for i in range(K)]))


def c6_double_sum(wa, fa, wb, fb):
    return 1.5 * np.sum(np.outer(fa / wa, fb / wb)
                        / (wa[:, None] + wb[None, :]))


def alpha_imag(u, w, f):
    return np.sum(f / (w ** 2 + np.atleast_1d(u)[:, None] ** 2), axis=1)


def alpha_grid_single(u_values, h, r_max=30.0):
    """Solve (H-E0-iu) phi = r u_1s by finite differences, l = 1."""
    r = h * np.arange(1, int(round(r_max / h)))
    source = 2 * r ** 2 * np.exp(-r)
    result = []
    for u in u_values:
        band = np.full((3, r.size), -0.5 / h ** 2, dtype=complex)
        band[1] = 1 / h ** 2 + 1 / r ** 2 - 1 / r + 0.5 - 1j * u
        phi = solve_banded((1, 1), band, source)
        result.append(2 / 3 * h * np.real(source @ phi))
    return np.array(result)


def alpha_grid(u_values):
    """Remove the leading h^2 error by Richardson extrapolation."""
    return (4 * alpha_grid_single(u_values, 0.01)
            - alpha_grid_single(u_values, 0.02)) / 3


# Full Coulomb interaction against its dipole-dipole term
ra, rb = np.array([0.7, -0.4, 1.1]), np.array([-0.5, 0.9, 0.3])


def expansion_remainder(R):
    axis = np.array([0, 0, R])
    coulomb = (1 / R + 1 / np.linalg.norm(axis + rb - ra)
               - 1 / np.linalg.norm(axis + rb)
               - 1 / np.linalg.norm(axis - ra))
    return coulomb - (ra @ rb - 3 * ra[2] * rb[2]) / R ** 3


remainder_ratio = expansion_remainder(200.0) / expansion_remainder(400.0)
assert abs(remainder_ratio / 16 - 1) < 0.05

# Frequency integral that factorizes the energy denominator
for a, b in [(0.4, 1.0), (0.375, 2.7), (1.3, 1.3)]:
    value = quad(lambda u: a * b / ((a * a + u * u) * (b * b + u * u)),
                 0, np.inf)[0]
    assert abs(2 / np.pi * value - 1 / (a + b)) < 1e-7

# Effective oscillators; larger bases contain the smaller ones
sizes = [1, 2, 3, 4, 6, 8, 12, 16]
osc = {K: hydrogen_oscillators(K) for K in sizes}
c6 = {K: c6_double_sum(*osc[K], *osc[K]) for K in sizes}
assert np.all(np.diff([c6[K] for K in sizes]) > -1e-12)
assert abs(c6[1] - 6) < 1e-12 and abs(c6[2] - 363 / 56) < 1e-12
assert np.allclose(osc[2][0], [2 / 5, 1], atol=1e-12)
assert np.allclose(osc[2][1], [2 / 3, 1 / 3], atol=1e-12)
assert abs(c6[16] - c6[12]) < 1e-5
w_best, f_best = osc[16]
assert abs(f_best.sum() - 1) < 1e-10
c6_best = c6[16]
assert abs(c6_best - 6.499) < 5e-4


# Diagonalize two unlike model atoms coupled by the dipole interaction
def atom_matrices(w, f):
    size = 1 + 3 * len(w)
    h0 = np.diag(np.concatenate(([0.0], np.repeat(w, 3))))
    d = np.zeros((3, size, size))
    for n, z in enumerate(np.sqrt(f / (2 * w))):
        for k in range(3):
            d[k, 0, 1 + 3 * n + k] = d[k, 1 + 3 * n + k, 0] = z
    return h0, d


R_pair = 20.0
ha, da = atom_matrices(*osc[2])
hb, db = atom_matrices(*osc[3])
h_pair = np.kron(ha, np.eye(len(hb))) + np.kron(np.eye(len(ha)), hb)
for k, weight in enumerate((1, 1, -2)):
    h_pair += weight * np.kron(da[k], db[k]) / R_pair ** 3
c6_diagonalized = -np.linalg.eigvalsh(h_pair)[0] * R_pair ** 6
c6_unlike = c6_double_sum(*osc[2], *osc[3])
assert abs(c6_diagonalized / c6_unlike - 1) < 1e-5

# Dipole induced by an exponentially growing field
w2, f2 = osc[2]
z2 = np.sqrt(f2 / (2 * w2))
growth, field0 = 0.5, 1e-5


def schrodinger(t, c):
    field = field0 * np.exp(growth * t)
    return -1j * np.concatenate(([field * (z2 @ c[1:])],
                                 w2 * c[1:] + field * z2 * c[0]))


run = solve_ivp(schrodinger, (-40, 0), np.array([1, 0, 0], dtype=complex),
                method="DOP853", rtol=1e-10, atol=1e-14)
c_end = run.y[:, -1]
alpha_dynamic = -2 * np.real(np.conj(c_end[0]) * (z2 @ c_end[1:])) / field0
alpha_two = alpha_imag(growth, w2, f2)[0]
assert abs(alpha_dynamic / alpha_two - 1) < 1e-5

# Casimir-Polder integral, from the basis and from the radial grid
x, weight_x = np.polynomial.legendre.leggauss(60)
u_nodes = 0.5 * (1 + x) / (1 - x)
u_weights = weight_x / (1 - x) ** 2
c6_integral = 3 / np.pi * np.sum(
    u_weights * alpha_imag(u_nodes, w_best, f_best) ** 2)
c6_grid = 3 / np.pi * np.sum(u_weights * alpha_grid(u_nodes) ** 2)
assert abs(c6_integral - c6_best) < 1e-6
assert abs(c6_grid - c6_best) < 2e-5
u_table = np.array([0.0, 0.25, 0.5, 1.0, 2.0])
alpha_best = alpha_imag(u_table, w_best, f_best)
alpha_small = alpha_imag(u_table, w2, f2)
alpha_direct = alpha_grid(u_table)
assert np.allclose(alpha_best, alpha_direct, atol=2e-5)
assert abs(alpha_best[0] - 4.5) < 1e-10

# Real bound p levels, by quadrature with the exact radial functions
x_lag, w_lag = np.polynomial.laguerre.laggauss(60)
n_max = 40
levels = np.arange(2, n_max + 1)
w_bound = 0.5 * (1 - 1 / levels ** 2.0)
f_bound = []
for n, w in zip(levels, w_bound):
    r = n * x_lag / 2
    norm = n / 2 * np.sum(
        w_lag * r ** 4 * eval_genlaguerre(n - 2, 3, x_lag) ** 2)
    scale = 1 + 1 / n
    r = x_lag / scale
    moment = 2 / scale * np.sum(
        w_lag * r ** 4 * eval_genlaguerre(n - 2, 3, 2 * r / n))
    f_bound.append(2 * w * moment ** 2 / (3 * norm))
f_bound = np.array(f_bound)
assert abs(w_best[0] - w_bound[0]) < 1e-5
assert abs(f_best[0] - f_bound[0]) < 1e-5
# Levels above n_max: strengths fall as 1/n^3 and energies approach 1/2
tail = f_bound[-1] * n_max ** 3 / (2 * (n_max + 0.5) ** 2)
w_all, f_all = np.append(w_bound, 0.5), np.append(f_bound, tail)
c6_bound = c6_double_sum(w_all, f_all, w_all, f_all)
assert c6_bound < c6_best

hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr_angstrom = const.physical_constants["Bohr radius"][0] * 1e10
reduced_wavelength = 1 / const.fine_structure / w_bound[0]

print("Atomic units unless a unit is stated")
print(f"Coulomb remainder ratio, R=200 to R=400: {remainder_ratio:.3f}")
for K in (1, 2, 3):
    for w, f in zip(*osc[K]):
        print(f"K={K} oscillator: w = {w:.6f} hartree, f = {f:.6f}")
for K in sizes:
    print(f"C6 with K={K:2d}: {c6[K]:.8f} hartree a0^6")
print(f"C6 from frequency integral, K=16: {c6_integral:.8f} hartree a0^6")
print(f"C6 from radial grid: {c6_grid:.6f} hartree a0^6")
for u, a2, a16, ag in zip(u_table, alpha_small, alpha_best, alpha_direct):
    print(f"alpha(iu), u={u:.2f} hartree: K=2 {a2:.5f}, "
          f"K=16 {a16:.5f}, grid {ag:.5f} a0^3")
print(f"growing field, u={growth}: alpha from dynamics "
      f"{alpha_dynamic:.6f}, from sum {alpha_two:.6f} a0^3")
print(f"unlike model pair (K=2, K=3), R={R_pair:.0f} a0:")
print(f"  -E R^6 by diagonalization {c6_diagonalized:.6f} hartree a0^6")
print(f"  C6 by double sum {c6_unlike:.6f} hartree a0^6")
print(f"real 2p level: w = {w_bound[0]:.6f} hartree, f = {f_bound[0]:.6f}")
print(f"total strength of bound levels: {f_all.sum():.5f}")
print(f"C6 from bound levels alone: {c6_bound:.4f} hartree a0^6")
print(f"bound-level share of C6: {100 * c6_bound / c6_best:.1f} percent")
print(f"leading energy at R=20 a0: {-c6_best / 20 ** 6:.4e} hartree")
print(f"c/w for the 2p transition: {reduced_wavelength:.1f} a0")
print(f"C6 converted: {c6_best * hartree_ev * bohr_angstrom ** 6:.4f} "
      "eV angstrom^6")
print("verified")
```

Printed output:

```
Atomic units unless a unit is stated
Coulomb remainder ratio, R=200 to R=400: 16.013
K=1 oscillator: w = 0.500000 hartree, f = 1.000000
K=2 oscillator: w = 0.400000 hartree, f = 0.666667
K=2 oscillator: w = 1.000000 hartree, f = 0.333333
K=3 oscillator: w = 0.381091 hartree, f = 0.506672
K=3 oscillator: w = 0.616576 hartree, f = 0.368005
K=3 oscillator: w = 1.702333 hartree, f = 0.125323
C6 with K= 1: 6.00000000 hartree a0^6
C6 with K= 2: 6.48214286 hartree a0^6
C6 with K= 3: 6.49844398 hartree a0^6
C6 with K= 4: 6.49900258 hartree a0^6
C6 with K= 6: 6.49902660 hartree a0^6
C6 with K= 8: 6.49902670 hartree a0^6
C6 with K=12: 6.49902671 hartree a0^6
C6 with K=16: 6.49902671 hartree a0^6
C6 from frequency integral, K=16: 6.49902671 hartree a0^6
C6 from radial grid: 6.499027 hartree a0^6
alpha(iu), u=0.00 hartree: K=2 4.50000, K=16 4.50000, grid 4.50000 a0^3
alpha(iu), u=0.25 hartree: K=2 3.30998, K=16 3.31262, grid 3.31262 a0^3
alpha(iu), u=0.50 hartree: K=2 1.89268, K=16 1.90539, grid 1.90539 a0^3
alpha(iu), u=1.00 hartree: K=2 0.74138, K=16 0.74244, grid 0.74244 a0^3
alpha(iu), u=2.00 hartree: K=2 0.22692, K=16 0.22447, grid 0.22447 a0^3
growing field, u=0.5: alpha from dynamics 1.892683, from sum 1.892683 a0^3
unlike model pair (K=2, K=3), R=20 a0:
  -E R^6 by diagonalization 6.490260 hartree a0^6
  C6 by double sum 6.490261 hartree a0^6
real 2p level: w = 0.375000 hartree, f = 0.416197
total strength of bound levels: 0.56500
C6 from bound levels alone: 3.9236 hartree a0^6
bound-level share of C6: 60.4 percent
leading energy at R=20 a0: -1.0155e-07 hartree
c/w for the 2p transition: 365.4 a0
C6 converted: 3.8833 eV angstrom^6
verified
```
